\section*{Thomas–Fermi screening length of degenerate electrons in several ellipsoidal valleys}

\section{What fixes the form of the answer}

Consider a static potential that varies so slowly that each small region of an electron gas responds as if it were uniform. To first order the electrons then enter through one number, the change of their density per unit change of Fermi energy. This is the density of states $D$ at the Fermi energy, with dimension $1/(\text{energy}\times\text{length}^3)$. Electrostatics supplies $e^2/\varepsilon$, with dimension energy times length. The one inverse squared length that can be built from these two quantities is
\begin{equation}
\lambda^{-2}=C\,\frac{e^2D}{\varepsilon},
\label{dim}
\end{equation}
where $C$ is a pure number.

Two more facts follow without a full calculation. A uniform shift of potential has no direction, so $\lambda$ cannot depend on direction, even if the electrons occupy one elongated ellipsoid. Further, $D$ follows from counting states inside ellipsoids, whose volume is proportional to the product of their semi-axes. The masses therefore enter through $m_1m_2m_3$. It remains to find $C$ and $D$, and the range in which the slow, linear response holds.

\section{Theorem}

\paragraph{Assumptions.} There are $g$ equivalent parabolic valleys with minima at the same energy and principal masses $m_1,m_2,m_3$. Their axes may point in different directions. At zero temperature they hold $n$ electrons per volume, equally shared. The host has isotropic static permittivity $\varepsilon=\varepsilon_0\varepsilon_r$, and the neutralizing donor charge is rigid. Exchange, correlation, disorder, impurity bands and transitions between valleys are left out. The charge of an electron is $-e$, with $e>0$, and $E_F$ is measured from the valley minimum.

\paragraph{Theorem.} Define
\begin{equation}
m_d=(m_1m_2m_3)^{1/3},\quad
k_F=\left(\frac{3\pi^2n}{g}\right)^{1/3},\quad
a^*=\frac{4\pi\varepsilon\hbar^2}{m_de^2}.
\label{defs}
\end{equation}
A weak, slowly varying static potential is screened with the length $\lambda$ given by
\begin{equation}
\boxed{\;\lambda^{-2}=\frac{e^2D(E_F)}{\varepsilon}=\frac{4gk_F}{\pi a^*}\;},
\qquad D(E_F)=\frac{3n}{2E_F},
\label{main}
\end{equation}
where $D$ counts both spins and all valleys.

\section{Proof}

\paragraph{Lemma 1 (density of states).} For the stated valleys, $D(E_F)=gm_dk_F/(\pi^2\hbar^2)=3n/(2E_F)$.

\emph{Proof.} Measure $\mathbf k$ from the minimum of one valley, along its principal axes, and set $k_i=\sqrt{m_i/m_d}\,\kappa_i$. Then
\begin{equation}
E=\sum_i\frac{\hbar^2k_i^2}{2m_i}=\frac{\hbar^2\kappa^2}{2m_d},
\qquad
\frac{d^3k}{d^3\kappa}=\sqrt{\frac{m_1m_2m_3}{m_d^3}}=1.
\label{scale}
\end{equation}
The ellipsoid has become a sphere of equal volume. With two spins, the density of electrons below energy $E$ in all valleys is
\begin{equation}
N(E)=g\,\frac{2}{(2\pi)^3}\,\frac{4\pi\kappa^3}{3}
=\frac{g\kappa^3}{3\pi^2},
\qquad \kappa=\frac{\sqrt{2m_dE}}{\hbar}.
\end{equation}
Setting $N(E_F)=n$ gives $\kappa=k_F$ as defined in \eqref{defs}; $k_F$ is the geometric mean of the semi-axes of the Fermi ellipsoid. Since $d\kappa/dE=m_d/(\hbar^2\kappa)$,
\begin{equation}
D(E_F)=\frac{g k_F^2}{\pi^2}\,\frac{m_d}{\hbar^2k_F}
=\frac{gm_dk_F}{\pi^2\hbar^2}.
\label{dos}
\end{equation}
Equivalently, $N\propto E^{3/2}$, so $dN/dE=3N/(2E)$, which is $3n/(2E_F)$ at the Fermi energy. $\square$

\paragraph{Lemma 2 (local response).} If $\phi$ varies slowly and $|e\phi|\ll E_F$, the density changes by $\delta n=D(E_F)\,e\phi$.

\emph{Proof.} The potential energy of an electron is $-e\phi$. In equilibrium the highest filled level has the same total energy everywhere. Far away, where $\phi=0$, this energy is $E_F$. At $\mathbf r$ the kinetic energy at the Fermi level is therefore $E_F+e\phi(\mathbf r)$, and the local density is $N(E_F+e\phi)$. With $u=e\phi/E_F$,
\begin{equation}
\delta n=n\left[(1+u)^{3/2}-1\right]
=\frac{3n}{2}\,u\left(1+\frac u4+\dots\right).
\label{nonlinear}
\end{equation}
The leading term is $3ne\phi/(2E_F)=D(E_F)e\phi$. The first correction, relative to it, is $u/4$. $\square$

\paragraph{Proof of the theorem.} Let $\rho_{\rm ext}$ be the added charge density. The electrons contribute $-e\,\delta n$, so Poisson's equation is
\begin{equation}
\nabla^2\phi=-\frac{\rho_{\rm ext}-e\,\delta n}{\varepsilon}
=-\frac{\rho_{\rm ext}}{\varepsilon}+\frac{e^2D(E_F)}{\varepsilon}\,\phi .
\end{equation}
Moving the last term to the left gives
\begin{equation}
\left(\nabla^2-\lambda^{-2}\right)\phi=-\frac{\rho_{\rm ext}}{\varepsilon},
\qquad \lambda^{-2}=\frac{e^2D(E_F)}{\varepsilon},
\label{helm}
\end{equation}
and hence $C=1$ in \eqref{dim}. The definition of $a^*$ means $e^2m_d/(\varepsilon\hbar^2)=4\pi/a^*$. With \eqref{dos},
\begin{equation}
\lambda^{-2}=\frac{gk_F}{\pi^2}\,\frac{e^2m_d}{\varepsilon\hbar^2}
=\frac{gk_F}{\pi^2}\,\frac{4\pi}{a^*}=\frac{4gk_F}{\pi a^*}.
\qquad\square
\end{equation}

\paragraph{Remark 1 (point charge and smooth charge).} For a point charge $Q$ write $\phi=w(r)/r$. Away from the origin \eqref{helm} becomes $w''=w/\lambda^2$, and the solution that stays finite at infinity is $w=A\exp(-r/\lambda)$. Close to the charge the field must be that of $Q$ alone, so $A=Q/(4\pi\varepsilon)$ and
\begin{equation}
\phi(r)=\frac{Q}{4\pi\varepsilon r}\exp(-r/\lambda).
\label{yukawa}
\end{equation}
The induced charge is
\begin{equation}
-e^2D\int\phi\,d^3r=-\frac{Q}{\lambda^2}\int_0^\infty r\exp(-r/\lambda)\,dr=-Q,
\end{equation}
so screening is complete. In the opposite case of an added charge that is smooth over many $\lambda$, the Laplacian in \eqref{helm} is negligible and $\phi\simeq\lambda^2\rho_{\rm ext}/\varepsilon$: the electrons neutralize the charge locally.

\paragraph{Remark 2 (number of valleys).} Since $k_F\propto(n/g)^{1/3}$, at fixed $m_d$ and $\varepsilon$
\begin{equation}
\lambda\propto (gk_F)^{-1/2}\propto g^{-1/3}n^{-1/6}.
\end{equation}
Spreading the same electrons over more valleys lowers $E_F$. This raises $D=3n/(2E_F)$ and shortens $\lambda$. If all electrons move from $g$ valleys into $g'$ of them, with masses unchanged, $\lambda$ grows by $(g/g')^{1/3}$. Strain can cause such a transfer, but it cannot separate two distinct valleys at $\pm\mathbf k_0$, which time reversal keeps degenerate; six valleys in such pairs can be reduced to two, not to one.

\section{How slow is slow enough?}

\paragraph{Lemma 3 (response at finite wave vector).} To first order in the potential, and with the overlap of the periodic parts of the Bloch functions set to one, the response of one valley at wave vector $\mathbf q$ is $D_vF(x)$, where $D_v=D/g$, $x=q'/(2k_F)$, $q'^2=\sum_i(m_d/m_i)q_i^2$ and
\begin{equation}
F(x)=\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right|.
\label{F}
\end{equation}

\emph{Proof.} Let the potential energy be $V_{\mathbf q}\exp(i\mathbf q\cdot\mathbf r)$ plus its complex conjugate. First-order perturbation theory mixes into the state $\mathbf k$ the states $\mathbf k\pm\mathbf q$. In the squared modulus of the perturbed wave function, the coefficient of $\exp(i\mathbf q\cdot\mathbf r)$ is proportional to
\begin{equation}
V_{\mathbf q}\left[\frac{1}{E_{\mathbf k}-E_{\mathbf k+\mathbf q}}+\frac{1}{E_{\mathbf k}-E_{\mathbf k-\mathbf q}}\right].
\end{equation}
Because $E_{-\mathbf k}=E_{\mathbf k}$, both terms give the same sum over occupied states. With two spins, $n_{\mathbf q}=-P_vV_{\mathbf q}$, where
\begin{equation}
P_v=4\int_{\rm occ}\frac{d^3k}{(2\pi)^3}\,\frac{1}{E_{\mathbf k+\mathbf q}-E_{\mathbf k}},
\end{equation}
taken as a principal value. In the scaled variables of \eqref{scale} the denominator is $\hbar^2(q'^2+2\kappa q's)/(2m_d)$, where $s$ is the cosine of the angle between $\boldsymbol\kappa$ and $\mathbf q'$. The angular integral is
\begin{equation}
\int_{-1}^{1}\frac{ds}{q'^2+2\kappa q's}
=\frac{1}{2\kappa q'}\ln\left|\frac{\kappa+b}{\kappa-b}\right|,
\qquad b=\frac{q'}2 .
\end{equation}
The prefactors combine as $4\cdot2\pi/(2\pi)^3=1/\pi^2$, so that
\begin{align}
P_v&=\frac{m_d}{\pi^2\hbar^2q'}\int_0^{k_F}\kappa\ln\left|\frac{\kappa+b}{\kappa-b}\right|d\kappa\\
&=\frac{m_d}{2\pi^2\hbar^2b}\left[\frac{k_F^2-b^2}{2}\ln\left|\frac{k_F+b}{k_F-b}\right|+bk_F\right].
\end{align}
To confirm the antiderivative, differentiate the bracket with respect to $k_F$: the logarithm gives $k_F\ln|\dots|$, its derivative gives $-b$, and the last term gives $+b$. The bracket vanishes at $k_F=0$. Putting $b=xk_F$ and taking out $D_v=m_dk_F/(\pi^2\hbar^2)$ leaves \eqref{F}. $\square$

For small $x$ the logarithm is $2x+2x^3/3+\dots$, hence
\begin{equation}
F=\frac12+\frac{1-x^2}{2}\left(1+\frac{x^2}{3}+\dots\right)=1-\frac{x^2}{3}+\dots .
\end{equation}
The limit is one in every direction, which confirms the isotropy of $\lambda$ for a single ellipsoid. Direction enters at order $q^2$. If the set of valleys has cubic symmetry, its average inverse-mass tensor is a multiple of the identity with the same trace, so the average of $q'^2$ is $(m_d/m_c)q^2$, with
\begin{equation}
\frac1{m_c}=\frac13\left(\frac1{m_1}+\frac1{m_2}+\frac1{m_3}\right).
\end{equation}
The total response is then
\begin{equation}
P(\mathbf q)=D\left[1-\frac{m_d}{m_c}\,\frac{q^2}{12k_F^2}+\dots\right].
\end{equation}
The first relative correction thus contains both $m_c$ and $m_d$, while the masses enter $\lambda$ only through $m_d$.

\paragraph{Remark 3 (two conditions for a point charge).} A point charge contains all wave vectors. For \eqref{yukawa} to be accurate at distances near $\lambda$, the response must still be close to $D$ at $q=1/\lambda$. This needs a small value of
\begin{equation}
\left(\frac{1}{2k_F\lambda}\right)^2=\frac{g}{\pi a^*k_F}.
\label{cond1}
\end{equation}
For a cubic set of valleys with unequal masses, the mean of $x^2$ at $q=1/\lambda$ is this number times $m_d/m_c$, a factor larger than one, and it is this product that must be small. These conditions concern distances near $\lambda$. At zero temperature $F$ is not smooth at $x=1$, which gives the potential an oscillating power-law tail, so \eqref{yukawa} fails far enough from the charge even when \eqref{cond1} is small. Linearity is a second demand. It always fails close enough to the charge, where \eqref{yukawa} diverges, and is examined here at $r=\lambda$. For $Q=e$, \eqref{yukawa} gives at $r=\lambda$
\begin{equation}
\frac{e\phi(\lambda)}{E_F}=\frac{e^2\exp(-1)}{4\pi\varepsilon\lambda E_F}
=\frac{\exp(-1)}{6\pi n\lambda^3},
\label{cond2}
\end{equation}
where $e^2/\varepsilon=1/(\lambda^2D)=2E_F/(3n\lambda^2)$ was used. The number $6\pi n\lambda^3$ must therefore be large. One electron per volume $\lambda^3$ already makes it 19, and the ratio \eqref{cond2} is then $0.02$. Both conditions improve with density, the first only slowly: $1/(2k_F\lambda)\propto n^{-1/6}$ and $n\lambda^3\propto n^{1/2}$. Both worsen when $g$ rises at fixed $n$. The two numbers are tied: if $y$ denotes \eqref{cond1}, then $k_F\lambda=1/(2\sqrt y)$ and $n=gk_F^3/(3\pi^2)$ turn \eqref{cond2} into $4\pi\exp(-1)\,y^{3/2}/g$.

\section{Temperature}

\paragraph{Lemma 4.} At fixed $n$ and $t=kT/E_F\ll1$, $D(E_F)$ in \eqref{main} is replaced by
\begin{equation}
\frac{\partial n}{\partial\mu}=D(E_F)\left[1-\frac{\pi^2}{12}t^2+\dots\right].
\label{temp}
\end{equation}

\emph{Proof.} In a slowly varying potential the local density is that of a uniform gas whose chemical potential, measured from the local valley minimum, is $\mu+e\phi$. To first order $\delta n=(\partial n/\partial\mu)\,e\phi$, so $\partial n/\partial\mu$ takes the place of $D(E_F)$ in Lemma 2. The density of the uniform gas is the average of $N(E)$ with weight $-\partial f/\partial E$, where $f$ is the Fermi function. The weight is even about the chemical potential $\mu$, and its second moment is $(kT)^2$ times
\begin{equation}
2\int_0^\infty\frac{y^2\exp(-y)\,dy}{[1+\exp(-y)]^2}
=4\sum_{j=1}^\infty\frac{(-1)^{j+1}}{j^2}=\frac{\pi^2}{3}.
\end{equation}
Expand $N=n(E/E_F)^{3/2}$ about $\mu=zE_F$ to second order. Fixed density requires
\begin{equation}
1=z^{3/2}+\frac{\pi^2t^2}{8}z^{-1/2},
\qquad\text{so}\qquad z=1-\frac{\pi^2t^2}{12}+\dots .
\end{equation}
Differentiating the density with respect to $\mu$ gives
\begin{equation}
\frac{1}{D}\frac{\partial n}{\partial\mu}=z^{1/2}-\frac{\pi^2t^2}{24}z^{-3/2}
=1-\frac{\pi^2t^2}{24}-\frac{\pi^2t^2}{24}+\dots,
\end{equation}
which is \eqref{temp}. $\square$

In the opposite, nondegenerate limit $n\propto\exp(\mu/kT)$, so $\partial n/\partial\mu=n/(kT)$ and $\lambda^2=\varepsilon kT/(e^2n)$. This is the Debye length, in which masses and valley number no longer appear at fixed $n$.

\section{A six-valley example}

Take a model conductor with six valleys, in pairs along the cubic axes, with masses $1.0$, $0.2$, $0.2$ in units of the free-electron mass $m_0$. Let $\varepsilon_r=12$ and $n=10^{20}\,\mathrm{cm^{-3}}=0.1\,\mathrm{nm^{-3}}$. Unrounded values are carried from line to line, and results are rounded only for display. The constants are $\hbar^2/(2m_0)=0.0381\,\mathrm{eV\,nm^2}$ and $e^2/\varepsilon_0=18.095\,\mathrm{eV\,nm}$. Then $m_d=(0.04)^{1/3}m_0=0.342\,m_0$ and
\begin{align}
k_F&=(3\pi^2\times0.1/6)^{1/3}=0.790\,\mathrm{nm^{-1}},\\
E_F&=0.0381\times0.790^2/0.342=0.0696\,\mathrm{eV},\\
D&=3\times0.1/(2\times0.0696)=2.16\,\mathrm{eV^{-1}nm^{-3}},\\
\lambda^{-2}&=18.095\times2.16/12=3.25\,\mathrm{nm^{-2}}.
\end{align}
Thus $\lambda=0.555\,\mathrm{nm}$, or $5.55$ \aa ngstr\"om. The same electrons in one valley would give $1.01\,\mathrm{nm}$, larger by $6^{1/3}=1.82$; in one pair of valleys, the smallest set that strain can select here, they give $0.800\,\mathrm{nm}$, larger by $3^{1/3}=1.44$. Using $m_c=0.273\,m_0$ in place of $m_d$ would give $0.621\,\mathrm{nm}$, which is 12\% too long.

These digits belong to the model without exchange and correlation, which are not small at this density. Since $\lambda^2\propto d\mu/dn$, the exchange energy, which lowers $d\mu/dn$ by about 20\% here (by the fraction $1/(\pi k_Fa^*)=0.22$ for spherical valleys), shortens $\lambda$ to about $0.49\,\mathrm{nm}$, and a random-phase estimate of correlation brings it to about $0.48\,\mathrm{nm}$. This shift is larger than the temperature correction found below and opposite in sign.

The long-wavelength parameter is well defined in the model, but \eqref{yukawa} is a rough picture of a single donor. Here $1/\lambda=1.80\,\mathrm{nm^{-1}}$ exceeds $2k_F=1.58\,\mathrm{nm^{-1}}$; the ratio is $1.14$. At $q=1/\lambda$ along $[111]$ every valley has $x=1.14\sqrt{m_d/m_c}=1.28$, and \eqref{F} gives a response of $0.24D$. Along $[100]$ two valleys have $x=0.667$ and $F=0.835$, while four have $x=1.492$ and $F=0.167$; the mean is $0.39$. The heavy-axis pair keeps the response larger in this direction.

In Fourier space the screened potential is
\begin{equation}
\phi_{\mathbf q}=\frac{\rho_{\mathbf q}}{\varepsilon\,[q^2+\lambda^{-2}P(\mathbf q)/D]},
\end{equation}
where $\rho_{\mathbf q}$ is the added charge. At $q=1/\lambda$ the bracket is $1.39\lambda^{-2}$ along $[100]$ and $1.24\lambda^{-2}$ along $[111]$, against $2\lambda^{-2}$ in the Thomas--Fermi form. That form therefore underestimates these components: the linear-response values are larger by factors of $1.44$ and $1.61$. Transformed to real space, the linear-response potential at $r=\lambda$ is about $0.53$ of the bare one, against $\exp(-1)=0.37$, and it changes sign between $3\lambda$ and $4\lambda$ along both directions. Higher doping is no practical remedy: a mean $x^2$ of $0.3$ at $q=1/\lambda$ would need $n\approx1.6\times10^{22}\,\mathrm{cm^{-3}}$, beyond the range of doping and of parabolic valleys.

The condition for a linear response is not met either. At distance $\lambda$ from a unit positive charge, \eqref{yukawa} gives an electron potential energy of magnitude $0.080\,\mathrm{eV}$, or $1.14E_F$. Equation \eqref{cond2} shows why: $n\lambda^3=0.017$, so $6\pi n\lambda^3=0.32$, which is not large. For this potential the local density change \eqref{nonlinear} is about 25\% larger than its linear term.

At $300\,\mathrm K$, $kT=0.0259\,\mathrm{eV}$ and $t=0.37$, so the gas is not strongly degenerate. Numerical integration of the Fermi distribution, with $\mu$ found by root search at fixed $n$, gives $\partial n/\partial\mu=0.863D$; the quadratic formula \eqref{temp} gives $0.886D$. The screening length becomes $0.555/\sqrt{0.863}=0.597\,\mathrm{nm}$, an increase of 8\%. In this example the temperature correction to $\lambda$ is much smaller than the corrections to the donor potential at $q=1/\lambda$.
